# Linewidth Precision When a Film Index Is Fitted Too: a numerical check

```python
"""
Result under test: when a film index n is fitted together with a linewidth w,
the lower bound on the linewidth variance is multiplied by 1/(1-r^2), where
r = F_wn/sqrt(F_ww F_nn) and F is the Fisher information matrix.

Example: resist lines (pitch, width w, height h, index n) on silicon, seen by
normal-incidence reflectance R in two polarizations:
  TE = electric field along the lines, TM = electric field across them.
Lengths are in nm. Noise is independent and Gaussian, standard deviation SIGMA.
The main model replaces the lines by a uniform film of effective permittivity;
a rigorous coupled-wave calculation measures the error of that replacement.
"""
import numpy as np
from scipy.optimize import least_squares
from scipy.linalg import toeplitz

PITCH, W0, H0, N0 = 40.0, 20.0, 40.0, 1.55
SIGMA = 1e-3
LAM = np.linspace(450.0, 800.0, 36)
NLAM = len(LAM)
# rough dispersion of silicon in the visible, wavelength in micrometres
NSI = 3.24 + 0.29 / (LAM / 1000) ** 2


def effective_eps(w, n):
    fill = w / PITCH
    return 1 + fill * (n**2 - 1), 1 / (1 - fill * (1 - 1 / n**2))


def film_reflectance(eps, h=H0, ns=NSI):
    nf = np.sqrt(eps)
    r_top = (1 - nf) / (1 + nf)
    r_bottom = (nf - ns) / (nf + ns)
    phase = np.exp(4j * np.pi * nf * h / LAM)
    amp = (r_top + r_bottom * phase) / (1 + r_top * r_bottom * phase)
    return np.abs(amp) ** 2


def spectrum(w, n, h=H0, ns=NSI):
    e_te, e_tm = effective_eps(w, n)
    return np.concatenate([film_reflectance(e_te, h, ns),
                           film_reflectance(e_tm, h, ns)], axis=-1)


def coupled_wave(w, n, h=H0, pitch=PITCH, order=8):
    """Rigorous reflectance and transmittance of the lamellar grating."""
    m = np.arange(2 * order + 1)
    fill = w / pitch
    shape = fill * np.sinc(m * fill)
    unit = (m == 0).astype(float)
    eps = toeplitz(unit + (n**2 - 1) * shape)
    inv_eps = toeplitz(unit + (1 / n**2 - 1) * shape)
    one = np.eye(len(m))
    refl, trans = [], []
    for pol in ("TE", "TM"):
        for lam, ns in zip(LAM, NSI):
            k0 = 2 * np.pi / lam
            kx = (m - order) * lam / pitch
            kmat = np.diag(kx)
            y_air = np.sqrt(1 - kx**2 + 0j)
            y_sub = np.sqrt(ns**2 - kx**2 + 0j)
            if pol == "TE":
                weight = one
                operator = kmat @ kmat - eps
            else:
                weight = inv_eps
                inner = kmat @ np.linalg.solve(eps, kmat) - one
                operator = np.linalg.solve(inv_eps, inner)
                y_sub = y_sub / ns**2
            val, vec = np.linalg.eig(operator)
            q = np.sqrt(val + 0j)
            x = np.exp(-k0 * q * h)
            v = weight @ (vec * q)
            ya, ys = 1j * y_air[:, None], 1j * y_sub[:, None]
            mat = np.block([
                [ya * vec - v, (ya * vec + v) * x],
                [(ys * vec + v) * x, ys * vec - v]])
            rhs = np.zeros(2 * len(m), complex)
            rhs[order] = 2j * y_air[order]
            c = np.linalg.solve(mat, rhs)
            down, up = c[:len(m)], c[len(m):]
            r0 = (vec @ (down + x * up))[order] - 1
            t0 = (vec @ (x * down + up))[order]
            refl.append(abs(r0) ** 2)
            trans.append(y_sub[order].real * abs(t0) ** 2)
    return np.array(refl), np.array(trans)


def jacobian(model, point):
    cols = []
    for i, value in enumerate(point):
        step = 1e-4 * value
        hi, lo = list(point), list(point)
        hi[i] += step
        lo[i] -= step
        cols.append((model(*hi) - model(*lo)) / (2 * step))
    return np.array(cols).T


def inflation(jac):
    """Ratio of linewidth variance bounds, by inversion of the matrix."""
    info = jac.T @ jac
    return info[0, 0] * np.linalg.inv(info)[0, 0]


def fit_both(data):
    sol = least_squares(
        lambda p: (spectrum(p[0], p[1]) - data) / SIGMA, [W0, N0],
        x_scale=[1.0, 0.05], xtol=1e-12, ftol=1e-12, gtol=1e-12)
    return sol.x


def fit_width(data, n):
    sol = least_squares(
        lambda p: (spectrum(p[0], n) - data) / SIGMA, [W0],
        xtol=1e-12, ftol=1e-12, gtol=1e-12)
    return sol.x[0]


# ---- optical model against independent calculations ----
clean = spectrum(W0, N0)
eps_te, eps_tm = effective_eps(W0, N0)
mid = 15
nf = np.sqrt(eps_te)
ph = np.exp(2j * np.pi * nf * H0 / LAM[mid])
# unknowns: reflected, downward, upward and transmitted amplitudes
boundary = np.array([[1, -1, -1, 0], [-1, -nf, nf, 0],
                     [0, ph, 1 / ph, -1],
                     [0, nf * ph, -nf / ph, -NSI[mid]]])
amps = np.linalg.solve(boundary, np.array([-1, -1, 0, 0], complex))
assert abs(abs(amps[0]) ** 2 - clean[mid]) < 1e-12
tiny_pitch, _ = coupled_wave(0.5, N0, pitch=1.0)
tiny_gap = np.max(np.abs(tiny_pitch - clean))
assert tiny_gap < 5e-4
rigorous, transmitted = coupled_wave(W0, N0)
assert np.max(np.abs(rigorous + transmitted - 1)) < 1e-8
finer, _ = coupled_wave(W0, N0, order=16)
truncation = np.max(np.abs(finer - rigorous))
assert truncation < 1e-4

# ---- Fisher matrix and the variance factor ----
J = jacobian(spectrum, [W0, N0])
F = J.T @ J / SIGMA**2
Finv = np.linalg.inv(F)
r = F[0, 1] / np.sqrt(F[0, 0] * F[1, 1])
factor = 1 / (1 - r**2)
assert abs(inflation(J) / factor - 1) < 1e-9
sd_known = 1 / np.sqrt(F[0, 0])
sd_joint = sd_known * np.sqrt(factor)
sd_index = np.sqrt(Finv[1, 1])

# ---- one polarization cannot separate width and index ----
n_alt = 1.65
w_te = W0 * (N0**2 - 1) / (n_alt**2 - 1)
w_tm = W0 * (1 - 1 / N0**2) / (1 - 1 / n_alt**2)
same_te = spectrum(w_te, n_alt)[:NLAM] - clean[:NLAM]
same_tm = spectrum(w_tm, n_alt)[NLAM:] - clean[NLAM:]
assert np.max(np.abs(same_te)) < 1e-12
assert np.max(np.abs(same_tm)) < 1e-12
for part in (J[:NLAM], J[NLAM:]):
    G = part.T @ part
    assert abs(1 - G[0, 1] ** 2 / (G[0, 0] * G[1, 1])) < 1e-8
slope_te = -2 * N0 * W0 / (N0**2 - 1)
slope_tm = -2 * W0 / (N0 * (N0**2 - 1))
i_te, i_tm = mid, NLAM + mid
assert abs(-J[i_te, 1] / J[i_te, 0] / slope_te - 1) < 1e-5
assert abs(-J[i_tm, 1] / J[i_tm, 0] / slope_tm - 1) < 1e-5

# ---- closed form for two polarizations ----
d = 1e-4
dte = (film_reflectance(eps_te + d) - film_reflectance(eps_te - d)) / (2 * d)
dtm = (film_reflectance(eps_tm + d) - film_reflectance(eps_tm - d)) / (2 * d)
A_te, A_tm = np.sum(dte**2), np.sum(dtm**2)
u = np.array([N0**2 - 1, 2 * N0 * W0]) / PITCH
v = eps_tm**2 * np.array([1 - 1 / N0**2, 2 * W0 / N0**3]) / PITCH
cross = u[0] * v[1] - u[1] * v[0]
closed = A_te * A_tm * cross**2 / (F[0, 0] * F[1, 1] * SIGMA**4)
assert abs(closed / (1 - r**2) - 1) < 1e-4

# ---- simulated measurements: scores and repeated nonlinear fits ----
TRIALS = 10000
rng = np.random.default_rng(12345)
data = clean + SIGMA * rng.standard_normal((TRIALS, 2 * NLAM))


def log_like(w, n):
    return -np.sum((data - spectrum(w, n)) ** 2, axis=1) / (2 * SIGMA**2)


dw, dn = 1e-3, 1e-4
score_w = (log_like(W0 + dw, N0) - log_like(W0 - dw, N0)) / (2 * dw)
score_n = (log_like(W0, N0 + dn) - log_like(W0, N0 - dn)) / (2 * dn)
F_sample = np.cov(score_w, score_n)
# sampling error of each entry is near 1.5 percent
assert np.max(np.abs(F_sample / F - 1)) < 0.06
beta = F_sample[0, 1] / F_sample[1, 1]
leftover = np.var(score_w - beta * score_n)
assert abs(leftover * Finv[0, 0] - 1) < 0.06


def repeated_fits(fit_index):
    w = np.full((TRIALS, 1), W0)
    n = np.full((TRIALS, 1), N0)
    for _ in range(7):
        res = data - spectrum(w, n)
        jw = (spectrum(w + dw, n) - spectrum(w - dw, n)) / (2 * dw)
        a, g = np.sum(jw**2, 1), np.sum(jw * res, 1)
        if fit_index:
            jn = (spectrum(w, n + dn) - spectrum(w, n - dn)) / (2 * dn)
            b, c = np.sum(jw * jn, 1), np.sum(jn**2, 1)
            e = np.sum(jn * res, 1)
            det = a * c - b * b
            move = (c * g - b * e) / det
            n = n + ((a * e - b * g) / det)[:, None]
        else:
            move = g / a
        w = w + move[:, None]
    assert np.max(np.abs(move)) < 1e-5
    return w[:, 0], n[:, 0]


w_only, _ = repeated_fits(False)
w_both, n_both = repeated_fits(True)
mc_factor = np.var(w_both) / np.var(w_only)
mc_corr = np.corrcoef(w_both, n_both)[0, 1]
assert abs(np.std(w_only) / sd_known - 1) < 0.04
assert abs(np.std(w_both) / sd_joint - 1) < 0.04
assert abs(mc_factor / factor - 1) < 0.07
assert abs(mc_corr + r) < 0.02

# ---- prior knowledge of the index ----
prior_sd = 0.005
prior_factor = 1 / (1 - r**2 / (1 + 1 / (prior_sd**2 * F[1, 1])))
J_prior = np.vstack([J / SIGMA, [0, 1 / prior_sd]])
assert abs(inflation(J_prior) / prior_factor - 1) < 1e-9

# ---- index held at a wrong value ----
n_error = 0.01
shift_up = fit_width(clean, N0 + n_error) - W0
shift_down = fit_width(clean, N0 - n_error) - W0
refit_slope = (shift_up - shift_down) / (2 * n_error)
bias_slope = -F[0, 1] / F[0, 0]
assert abs(refit_slope / bias_slope - 1) < 0.02
extra_var = sd_joint**2 - sd_known**2
assert abs((refit_slope * sd_index) ** 2 / extra_var - 1) < 0.04

# ---- effects left out of the main model ----
J_rig = jacobian(lambda w, n: coupled_wave(w, n)[0], [W0, N0])
w_rig, n_rig = fit_both(rigorous)
w_rig_only = fit_width(rigorous, N0)
inv2 = 1 / (LAM / 1000) ** 2
n_disp = N0 + 0.01 * (inv2 - inv2.mean())
w_disp, _ = fit_both(spectrum(W0, n_disp))
k_si = 0.1 * (450 / LAM) ** 4
w_abs, _ = fit_both(spectrum(W0, N0, ns=NSI + 1j * k_si))
w_high, _ = fit_both(spectrum(W0, N0, h=H0 + 0.5))
J3 = jacobian(spectrum, [W0, N0, H0])
factor3 = inflation(J3)
coef = np.linalg.lstsq(J3[:, 1:], J3[:, 0], rcond=None)[0]
rest = J3[:, 0] - J3[:, 1:] @ coef
R2 = 1 - rest @ rest / (J3[:, 0] @ J3[:, 0])
assert abs(factor3 * (1 - R2) - 1) < 1e-6

# ---- printed numbers ----
print(f"pitch, width, height: {PITCH:.0f}, {W0:.0f}, {H0:.0f} nm")
print(f"resist index: {N0:.2f}; reflectance noise: {SIGMA:.4f}")
print(f"wavelengths: {LAM[0]:.0f} to {LAM[-1]:.0f} nm, {NLAM} points")
print(f"effective permittivity TE, TM: {eps_te:.4f}, {eps_tm:.4f}")
for i in (0, mid, NLAM - 1):
    j = i + NLAM
    print(f"{LAM[i]:.0f} nm: silicon index {NSI[i]:.3f}, "
          f"R TE {clean[i]:.4f}, R TM {clean[j]:.4f}")
    print(f"  dR/dw TE, TM: {J[i,0]:.3e}, {J[j,0]:.3e} per nm")
    print(f"  dR/dn TE, TM: {J[i,1]:.3e}, {J[j,1]:.3e}")
print(f"compensating dw/dn TE, TM: {slope_te:.2f}, {slope_tm:.2f} nm")
print(f"sum (dR/deps)^2 TE, TM: {A_te:.4e}, {A_tm:.4e}")
print(f"gradient of eps TE: {u[0]:.5f} per nm, {u[1]:.4f}")
print(f"gradient of eps TM: {v[0]:.5f} per nm, {v[1]:.4f}")
print(f"F_ww: {F[0,0]:.3f} nm^-2")
print(f"F_wn: {F[0,1]:.2f} nm^-1")
print(f"F_nn: {F[1,1]:.1f}")
print(f"r: {r:.5f}; r^2: {r**2:.5f}; 1-r^2: {1-r**2:.5f}")
print(f"variance factor 1/(1-r^2): {factor:.3f}")
print(f"standard deviation factor: {np.sqrt(factor):.3f}")
print(f"width bound, index known (std dev): {sd_known:.4f} nm")
print(f"width bound, index fitted (std dev): {sd_joint:.4f} nm")
print(f"index bound, both fitted (std dev): {sd_index:.5f}")
print(f"simulated fits: {TRIALS}")
print(f"simulated std dev, index known: {np.std(w_only):.4f} nm")
print(f"simulated std dev, index fitted: {np.std(w_both):.4f} nm")
print(f"simulated variance factor: {mc_factor:.3f}")
print(f"simulated correlation of w and n errors: {mc_corr:.4f}")
print(f"prior index std dev: {prior_sd:.3f}; factor: {prior_factor:.3f}")
print(f"width shift per unit index error: {bias_slope:.2f} nm")
print(f"refitted shift for index error {n_error:.2f}: {shift_up:.4f} nm")
print("Neglected effects (width bias with w and n fitted):")
print(f"  finite pitch: {w_rig-W0:.3f} nm; index bias {n_rig-N0:.4f}")
print(f"  finite pitch, only w fitted: {w_rig_only-W0:.3f} nm")
print(f"  largest finite-pitch change of R: "
      f"{np.max(np.abs(rigorous-clean)):.2e}")
print(f"  coupled-wave truncation change of R: {truncation:.1e}")
print(f"  change of R left at 1 nm pitch: {tiny_gap:.1e}")
print(f"  resist index at 450, 800 nm: {n_disp[0]:.4f}, {n_disp[-1]:.4f}")
print(f"  resist dispersion: {w_disp-W0:.3f} nm")
print(f"  silicon extinction at 450, 800 nm: {k_si[0]:.3f}, {k_si[-1]:.3f}")
print(f"  silicon absorption: {w_abs-W0:.3f} nm")
print(f"  height wrong by 0.5 nm: {w_high-W0:.3f} nm")
print(f"Variance factor, rigorous model: {inflation(J_rig):.3f}")
print(f"  rigorous, TE alone: {inflation(J_rig[:NLAM]):.4g}")
print(f"  rigorous, TM alone: {inflation(J_rig[NLAM:]):.4g}")
print(f"Variance factor, index and height fitted: {factor3:.3f}")
print(f"  squared multiple correlation: {R2:.5f}")
print("all assertions hold")
```

Printed output:

```
pitch, width, height: 40, 20, 40 nm
resist index: 1.55; reflectance noise: 0.0010
wavelengths: 450 to 800 nm, 36 points
effective permittivity TE, TM: 1.7013, 1.4122
450 nm: silicon index 4.672, R TE 0.3442, R TM 0.3752
  dR/dw TE, TM: -3.764e-03, -3.121e-03 per nm
  dR/dn TE, TM: -1.664e-01, -5.743e-02
600 nm: silicon index 4.046, R TE 0.3208, R TM 0.3385
  dR/dw TE, TM: -2.117e-03, -1.801e-03 per nm
  dR/dn TE, TM: -9.360e-02, -3.314e-02
800 nm: silicon index 3.693, R TE 0.3046, R TM 0.3145
  dR/dw TE, TM: -1.173e-03, -1.016e-03 per nm
  dR/dn TE, TM: -5.187e-02, -1.869e-02
compensating dw/dn TE, TM: -44.21, -18.40 nm
sum (dR/deps)^2 TE, TM: 1.4849e-01, 1.5347e-01
gradient of eps TE: 0.03506 per nm, 1.5500
gradient of eps TM: 0.02911 per nm, 0.5355
F_ww: 312.558 nm^-2
F_wn: 10462.14 nm^-1
F_nn: 400763.9
r: 0.93478; r^2: 0.87382; 1-r^2: 0.12618
variance factor 1/(1-r^2): 7.925
standard deviation factor: 2.815
width bound, index known (std dev): 0.0566 nm
width bound, index fitted (std dev): 0.1592 nm
index bound, both fitted (std dev): 0.00445
simulated fits: 10000
simulated std dev, index known: 0.0573 nm
simulated std dev, index fitted: 0.1584 nm
simulated variance factor: 7.627
simulated correlation of w and n errors: -0.9321
prior index std dev: 0.005; factor: 4.867
width shift per unit index error: -33.47 nm
refitted shift for index error 0.01: -0.3306 nm
Neglected effects (width bias with w and n fitted):
  finite pitch: 1.955 nm; index bias -0.0397
  finite pitch, only w fitted: 0.513 nm
  largest finite-pitch change of R: 3.59e-03
  coupled-wave truncation change of R: 8.1e-06
  change of R left at 1 nm pitch: 6.7e-05
  resist index at 450, 800 nm: 1.5715, 1.5377
  resist dispersion: -0.010 nm
  silicon extinction at 450, 800 nm: 0.100, 0.010
  silicon absorption: 0.079 nm
  height wrong by 0.5 nm: 0.229 nm
Variance factor, rigorous model: 9.432
  rigorous, TE alone: 3.98e+05
  rigorous, TM alone: 7.238e+06
Variance factor, index and height fitted: 291.594
  squared multiple correlation: 0.99657
all assertions hold
```
